Electron-number distribution around a moving projectile from a determinant generating function

A proton that has crossed a thin film carries away zero, one or two electrons. A real-time calculation of the crossing does not return such an integer. It returns orbitals, each partly on the proton, partly in the film and partly in between. Integrating the density around the proton gives a mean number, say 1.7, but this mean can come from many different mixtures of H⁺, H⁰ and H⁻. The wavefunction contains more than the density, and for a Slater determinant the probability of each integer can be found from a small matrix of overlaps.

Hartree atomic units are used in the derivation. Let q denote the position and spin of one electron. The N electrons start in the determinant

Φ(q₁,…,q_N) = (N!)^(−1/2) det[φ_i(q_a)],

with orthonormal spin orbitals φ_i. The electrons move in a common, possibly time-dependent, one-body Hamiltonian h(t), and the projectile follows a prescribed classical path. Each orbital obeys i∂φ_i/∂t = hφ_i. Differentiating one product of orbitals in the determinant gives a sum in which h acts on each factor in turn. Hence i∂Φ/∂t = Σ_a h(a)Φ, and the determinant of propagated orbitals is the propagated state. The orbitals also stay orthonormal, because h is Hermitian:

d⟨φ_i|φ_j⟩/dt = i⟨hφ_i|φ_j⟩ − i⟨φ_i|hφ_j⟩ = 0.

Now choose a region R that moves with the projectile. Let θ(q) be 1 if the electron is inside R and 0 if it is outside. The number inside is N_R = Σ_a θ(q_a), and P(n) is the integral of |Φ|² over all configurations with N_R = n. These probabilities can be collected in one polynomial,

G(z) = Σ_n P(n) zⁿ = ∫ |Φ|² z^(N_R) dq₁…dq_N.

The integral includes the spin sums. Since θ is either 0 or 1, z^θ equals 1 or z, which is the same as 1 + (z − 1)θ. The power therefore factorizes over electrons:

z^(N_R) = Π_a [1 + (z − 1)θ(q_a)].

A region with a soft edge, where θ takes fractional values, would not allow this replacement.

Expand Φ* over permutations π and Φ over permutations σ. Every electron coordinate appears in one factor of each product, so the N-fold integral splits into single integrals:

G(z) = (1/N!) Σ_π Σ_σ sgn(π) sgn(σ) Π_a A_{π(a)σ(a)},

A_ij = ⟨φ_i|1 + (z − 1)θ|φ_j⟩.

For fixed π, label the factors by i = π(a) instead of a, and define τ = σπ⁻¹. Then σ(a) = τ(i), and sgn(π)sgn(σ) = sgn(τ). As σ runs over all permutations, so does τ, and the inner sum becomes

Σ_τ sgn(τ) Π_i A_{iτ(i)} = det A.

This is the same for each of the N! choices of π, which cancels the prefactor. With the region overlap matrix S_ij = ⟨φ_i|θ|φ_j⟩ and orthonormal orbitals, the result is

G(z) = det[1 + (z − 1)S].

If the orbitals are linearly independent but not orthonormal, with Gram matrix O_ij = ⟨φ_i|φ_j⟩, the same steps give det[O + (z − 1)S]. The squared norm is its value at z = 1, namely det O, so the normalized generating function is

G(z) = det[O + (z − 1)S]/det O.

The eigenvalues of S show what kind of distribution this is. For a normalized vector u,

u†Su = ∫_R |Σ_j u_j φ_j|² dq.

This is the part inside R of the norm of a normalized orbital, so every eigenvalue s_k of the Hermitian matrix S lies between 0 and 1. A unitary rotation among the occupied orbitals leaves the determinant unchanged, and in the eigenvector basis

G(z) = Π_k [(1 − s_k) + z s_k].

Each factor describes a trial that succeeds with probability s_k. The count is distributed like the number of successes in N independent trials with unequal probabilities. The electrons themselves are not independent; antisymmetry has been absorbed into the choice of the rotated orbitals, which are mutually orthogonal inside R as well as over all space.

Setting z = 0 gives the probability of an empty region, P(0) = det(1 − S). For the other coefficients, evaluate G at the M = N + 1 roots of unity z_m = exp(2πim/M), with m = 0,…,N:

Σ_m z_m^(−n) G(z_m) = Σ_n′ P(n′) Σ_m exp[2πim(n′ − n)/M].

Because |n′ − n| ≤ N < M, the geometric sum over m vanishes unless n′ = n, when it equals M. Therefore

P(n) = (1/M) Σ_m z_m^(−n) det[1 + (z_m − 1)S].

This is a finite identity with no truncation error.

The first two moments follow from ln G = Σ_k ln[1 + (z − 1)s_k]. At z = 1 its first derivative is Σ_k s_k and its second is −Σ_k s_k². Since G(1) = 1, these derivatives equal G′ and G″ − (G′)². Here G′(1) is the mean ⟨n⟩ and G″(1) is ⟨n(n − 1)⟩, so

⟨n⟩ = Tr S,

⟨n²⟩ − ⟨n⟩² = G″ + G′ − (G′)² = Tr S − Tr S² = Tr S(1 − S).

The variance cannot exceed the mean, which is the Poisson value. If all s_k become small while their sum μ stays fixed, then Σ_k s_k² ≤ μ max(s_k) tends to zero, ln G tends to (z − 1)μ, and the distribution becomes Poissonian. If instead the sum of s_k(1 − s_k) is small, each rotated orbital is almost wholly outside or inside, and the number hardly fluctuates.

If each orbital starts with a definite spin and the Hamiltonian is spin-independent, S has no elements between opposite spins. In a closed shell the two spin blocks are equal, and G is the square of the determinant of one block, S_σ.

After the projectile has left, one wants to relate the region count to real capture. Take one dimension and a projectile potential V with a single bound orbital b of energy ε. In the laboratory frame the bound orbital travels as

b_v(x,t) = b(x − vt) exp[ivx − i(v²/2 + ε)t].

Omitting the common exponential, the time derivative i∂/∂t gives −ivb′ + (v²/2 + ε)b, while the kinetic energy gives −b″/2 − ivb′ + v²b/2. With −b″/2 + Vb = εb, the Schrödinger equation is satisfied. Once the film is out of reach, b_v and φ_i evolve under the same Hamiltonian, so c_i = ⟨b_v|φ_i⟩ is constant.

Write φ_i = c_i b_v + f_i, where f_i is not bound to the projectile. When f_i has left R, and R holds nearly all of b,

S_ij → c_i* c_j.

Here i and j run over the spatial orbitals of one spin. This matrix has rank one: acting on the vector c_j* it returns s c_i*, with s = Σ_j |c_j|². For the closed shell G = (1 − s + zs)², and

P(0) = (1 − s)², P(1) = 2s(1 − s), P(2) = s².

This limit reveals a restriction. Since 2s(1 − s) is at most 1/2, a closed-shell determinant with one bound projectile orbital cannot give more than half neutral hydrogen, whatever the collision does. Repulsion between the electrons may raise P(1) at the expense of P(0) and P(2) without changing the mean, but a single s leaves no such freedom: the mean 2s fixes all three probabilities. A determinant with equal numbers of both spins but different orbitals for them has two parameters, and can escape the limit at the price of broken spin symmetry.

The restriction is one sign of a general condition: the derivation needs a determinant. For any state the mean follows from the one-body density matrix, but ⟨n(n − 1)⟩ needs the pair density. A small lattice shows the size of the failure. Three spinless electrons start in the lowest determinant of nine sites in a row, with hopping energy 1 and a Gaussian well of depth 2 on the first site. In a time of 8 the well moves six sites along, its motion approximated by 40 short steps of constant potential, and the electrons are then counted on the three sites centred there. Without repulsion, propagation in the full many-electron space and the determinant formula both give P(0) to P(3) as 0.1110, 0.4931, 0.3874 and 0.0085, with a largest difference of 9 × 10⁻¹⁶. With a repulsion of 3 between neighbours, the many-electron propagation gives P(1) = 0.633. To apply the formula to this state, note that for a determinant S = B†B, where B_ai is the value of orbital i on site a of the region. The one-body density matrix restricted to the region is BB†, which has the same nonzero eigenvalues. Zero eigenvalues contribute only factors of 1 to G, so this matrix can replace S. Supplied in this way with the one-body density matrix of the state with repulsion, the formula gives P(1) = 0.495, although the two means agree. A smoothly moving well would shift these lattice probabilities by about 0.002 or less, far too little to affect the comparison.

In time-dependent Kohn–Sham theory the orbitals form a determinant by construction. If their density were exact, Tr S would be the exact mean. The rest of P(n) would still describe the Kohn–Sham determinant, and using it for the interacting electrons is an approximation.

Consider now a proton crossing a one-dimensional film at 25 keV, an energy in the regime of hydrogen implantation for splitting silicon wafers, roughly tens of keV. The film has six wells 0.25 nm apart, each of the form −20 eV sech²(x/0.06 nm) about its centre. Its six lowest levels, from −11.03 to −8.57 eV, hold twelve electrons. The proton starts bare, 1.5 nm before the film's centre, and moves at a constant speed of 1.0004 a.u. Electron repulsion is omitted and the film potential is held fixed.

The proton's potential is −sech²(x) in atomic units. For b = sech(x)/√2 one has b″ = b[1 − 2 sech²(x)], so −b″/2 − sech²(x)b = −b/2. The level is −0.5 hartree, or −13.61 eV, the binding energy of hydrogen. There is no second bound level. It would have to be odd, and the odd solution at zero energy, tanh x, has no node at x > 0, which excludes an odd state below zero. The region has half-width 0.3 nm, or 5.67 bohr, and holds a fraction tanh(5.67) of b, which is all but about 2 × 10⁻⁵.

With the proton at the film's centre, the eigenvalues of S for one spin are 0.997, 0.980, 0.590, 0.144, 0.077 and 0.000. Their sum is 2.79, and the two spins give a mean of 5.58 electrons. The terms s(1 − s) add up to 0.458, so the variance is 0.92, about one sixth of the Poisson value. The largest probabilities are P(6) = 0.37 and P(5) = 0.36. More than half of the variance comes from the eigenvalue 0.590, since 2 × 0.590 × 0.410 = 0.48.

The distribution at mid-film was also tested by drawing electron positions from the squared determinant of one spin and counting those inside. In 2000 draws, three electrons were found with frequency 0.515, against 0.538 from the formula. This is the largest deviation, about two standard errors. It is a coarser test than the lattice, but it uses the orbitals of the example itself.

After the crossing, the mean number in the bound orbital is 1.7186 with the proton at 1.5, 2.5 and 3.5 nm, constant as derived. The mean number in the region is larger, by 0.075, 0.028 and 0.017 at these positions. Apart from small terms from the tail of b outside R, the excess is unbound electrons still near the proton, and it falls as they leave.

At 3.5 nm the bound orbital alone has s = 1.7186/2 = 0.8593. The three probabilities are then 0.1407² = 0.020, 2 × 0.8593 × 0.1407 = 0.242 and 0.8593² = 0.738. The region count gives 0.019, 0.235 and 0.738, with 0.008 for three or more electrons. Since the bound orbital holds at most two, that last figure shows directly that the region still contains unbound electrons. Changing the half-width to 0.2 or 0.4 nm, with energy and distance fixed, changes each of P(0), P(1) and P(2) by less than 0.005. The choice among these half-widths matters little here because the proton is well separated from the film and few unbound electrons remain near it; at mid-film no such separation exists, and the count is not a charge state.

With the distance again fixed at 3.5 nm, the model gives P(2) = 0.94 at 10 keV. At 100 keV it gives P(0) = 0.84, P(1) = 0.15 and P(2) = 0.007. The model proton thus changes from mostly doubly occupied to mostly bare over this range.

These fractions should not be carried over to a real implanter. Among hydrogen leaving a real solid at tens of keV, negative ions are a small minority, roughly a few per cent or less, whereas the model gives 74 per cent at 25 keV. One assumption clearly favours the excess. The model binds the second electron by 13.6 eV; a full configuration-interaction calculation in the aug-cc-pVTZ basis gives an electron affinity of 0.73 eV, which the next larger basis set of the family, aug-cc-pVQZ, raises by about 0.01 eV and aug-cc-pV5Z by a further 0.007 eV, to about 0.75 eV. One dimension also puts every electron on the proton's path: 8 per nm, against roughly 1.8 valence electrons per nm within one bohr of a straight line through silicon, a factor of about 4.5. The density of electrons affects both capture and loss, so this factor alone does not tell how the fractions would change. The fixed film potential is a third weakness. With the proton at 3.5 nm, 2.4 electrons are missing from the space within 1 nm of the film's centre. The holes they leave would attract electrons on the departing proton: when the proton is 1 nm away, a single unscreened hole has a Coulomb energy of 1.4 eV. This exceeds the affinity, but detachment depends on the field and on the time spent in it. At 1 nm the field is 1.4 V/nm, in which a rough tunnelling estimate gives H⁻ a lifetime of tens of femtoseconds, while the proton covers a nanometre in about half a femtosecond; the holes would therefore matter mainly closer to the film. The model cannot say how the 74 per cent would divide once these effects were included, but the comparison with real hydrogen shows that P(2) must fall by more than a factor of ten.

Other assumptions are milder. The electrons gain 29 eV, which lowers the proton's speed by 29.3/(2 × 25 000), or 0.06 per cent, in this one crossing. The thermal energy at 300 K is 0.026 eV, against 8.6 eV between the film's highest filled level and the continuum (the film has no empty bound level); silicon's gap is far smaller, roughly 1.1 eV, but still many times the thermal energy. The film spans about 1.5 nm, while implanted protons travel hundreds of nanometres and most of them stop inside the wafer. The exit fractions therefore concern transmitted or backscattered hydrogen, not the implanted dose. The numerical output below lists the probabilities to four decimals; after the exit, counts of three or more are grouped together or left out.

Computed results

```
Lattice, many-body P(0..3): 0.1110 0.4931 0.3874 0.0085
Lattice, determinant P(0..3): 0.1110 0.4931 0.3874 0.0085
Lattice, largest difference: 8.9e-16
With repulsion, many-body P(0..3): 0.0647 0.6331 0.3014 0.0008
With repulsion, formula P(0..3): 0.1493 0.4947 0.3243 0.0317
Non-orthogonal orbitals, largest difference: 3.3e-16
Film: 6 wells, 12 electrons, spacing 0.25 nm
Film well: depth 20.0 eV, width 0.06 nm
Film levels, lowest and highest filled: -11.03, -8.57 eV
Proton well: depth 27.21 eV, width 0.0529 nm, level -13.61 eV
Region half-width: 0.3 nm; proton start -1.5 nm
Proton speed at 25 keV: 1.0004 a.u.
Mid-film, 25 keV, eigenvalues of S per spin: 0.9971 0.9804 0.5898 0.1440 0.0766 0.0000
Mid-film P(0..6): 0.0000 0.0000 0.0001 0.0048 0.1163 0.3560 0.3680
Mid-film P(7..12): 0.1323 0.0210 0.0015 0.0000 0.0000 0.0000
Mid-film mean 5.5758, variance 0.9163 electrons
Mid-film one spin, determinant P(0..6): 0.0000 0.0073 0.3292 0.5380 0.1191 0.0064 0.0000
Mid-film one spin, 2000 samples P(0..6): 0.0000 0.0090 0.3405 0.5145 0.1285 0.0075 0.0000
25 keV, proton at 1.5 nm: mean in region 1.7934, bound 1.7186, difference 0.0747
25 keV, proton at 2.5 nm: mean in region 1.7466, bound 1.7186, difference 0.0280
25 keV, proton at 3.5 nm: mean in region 1.7352, bound 1.7186, difference 0.0166
25 keV at 3.5 nm, two largest eigenvalues of S: 0.8622 0.0054
25 keV at 3.5 nm, bound orbital only P(0..2): 0.0198 0.2418 0.7384
10 keV at 3.5 nm: P(0) 0.0008, P(1) 0.0558, P(2) 0.9371, P(3 or more) 0.0063, bound mean 1.9381
25 keV at 3.5 nm: P(0) 0.0188, P(1) 0.2353, P(2) 0.7378, P(3 or more) 0.0081, bound mean 1.7186
100 keV at 3.5 nm: P(0) 0.8383, P(1) 0.1543, P(2) 0.0074, P(3 or more) 0.0000, bound mean 0.1643
25 keV, half-width 0.2 nm, P(0..2): 0.0195 0.2395 0.7363
25 keV, half-width 0.4 nm, P(0..2): 0.0184 0.2324 0.7374
Change of P when time step is doubled: 3.5e-05
Most electrons within 1 nm of box ends: 1.2e-07
H- electron affinity (FCI, aug-cc-pvtz): 0.728 eV
Energy given to electrons at 25 keV: 29.3 eV
Relative loss of proton speed: 5.9e-04
Electrons missing from film (|x| < 1 nm): 2.370
Coulomb energy of one hole at 1 nm: 1.44 eV
Thermal energy at 300 K: 0.0259 eV; gap to lowest empty level in 7.5 nm box: 8.61 eV
Electrons on path: model 8.0 per nm; silicon valence within one bohr 1.76 per nm (rough)
```
